The local RPA+ correction from the uniform electron gas

In a uniform electron gas with density parameter rs = 4, the random-phase approximation (RPA) makes the correlation energy too negative by 14.9 mHa per electron, nearly half of the correlation energy itself. If the density is modulated by 30 percent about the same mean, the local estimate of this error changes by a mere 0.02 mHa per electron. The theorem below constructs that estimate, and its last part explains why the change is so small.

**Conventions and assumptions**

Hartree atomic units are used. The system is not spin-polarized and is at zero temperature. The density n fixes rs and the Fermi wavevector kF by

4π rs³ n/3 = 1,  n = kF³/(3π²).

The gas has volume V, taken to infinity, and a neutralizing background. The Coulomb interaction is v = 4π/q², without q = 0. Correlation energy is the total energy minus the kinetic energy of the non-interacting system, the electrostatic energy and the exchange energy. Per electron of the gas it is ε_c(rs).

RPA here means the direct RPA: electrons respond as free particles to the external potential plus the average Coulomb potential of the induced charge. No exchange term enters the response.

The function ε_c has no known closed form. For numbers it is replaced by the Perdew–Wang parametrization of quantum Monte Carlo energies, so the "exact" gas energy is in practice a parametrized reference with an error of its own.

**Theorem**

(a) Add to the RPA correlation energy a local term ∫ n g(n) d³r. The sum gives the energy ε_c of the uniform gas at every density if and only if g = Δ, where

Δ(rs) = ε_c(rs) − ε_RPA(rs).

The resulting functional is called RPA+, here in its local form:

E_c(RPA+)[n] = E_c(RPA)[n] + ∫ n(r) Δ(rs(r)) d³r.

(b) With Q = q/kF and u = ω/(q kF), where iω is an imaginary frequency,

ε_RPA = (3kF²/4π) ∫₀^∞ dQ Q³ ∫₀^∞ du [ln(1+y) − y],
y = 2F(Q,u)/(π kF Q²),

and F is the function given in Lemma 2.

(c) Assume that, as rs → 0, the terms of perturbation theory beyond second order that are absent from the RPA sum to zero. Then Δ tends to the second-order exchange energy per electron, which is finite.

(d) For n = n₀(1 + a cos Kz) with |a| < 1, the local correction per electron is

Δ(n₀) + (a²/4) n₀ [d²(nΔ)/dn²] at n₀ + O(a⁴).

**Proof of (a)**

In a uniform gas the added term is N g(n), with N the number of electrons. The energy per electron is therefore ε_RPA + g. It equals ε_c at each density exactly when g = ε_c − ε_RPA. Using this g at the local density of a non-uniform system is a definition, and there it is an approximation. ∎

**Lemma 1: the RPA energy**

The RPA correlation energy of the gas is

E_RPA = Σ_q ∫₀^∞ dω/(2π) [ln(1 − vχ₀) + vχ₀],

where χ₀(q,iω) is the density response of free electrons per unit volume.

Proof. Multiply the interaction, including that with the background, by λ between 0 and 1. The density stays uniform. The derivative of the ground-state energy with respect to λ is the expectation value of the Coulomb energy, because the state is stationary. Let ρ_q be the Fourier component of the density operator. The part of the Coulomb energy that depends on the state is

(1/2V) Σ_q v ⟨ρ_q ρ_q†⟩_λ.

The Coulomb energy at λ = 0 is the exchange energy. Subtracting it and integrating leaves

E_c = ∫₀¹ dλ (1/2V) Σ_q v [⟨ρ_q ρ_q†⟩_λ − ⟨ρ_q ρ_q†⟩₀].

The response at imaginary frequency is a sum over excited states m with excitation energies Ω_m:

χ_λ(q,iω) = −(1/V) Σ_m |⟨m|ρ_q†|0⟩|² 2Ω_m/(Ω_m² + ω²).

Since ∫₀^∞ dω 2Ω/(Ω²+ω²) = π for each positive Ω,

⟨ρ_q ρ_q†⟩_λ/V = −(1/π) ∫₀^∞ dω χ_λ(q,iω).

Hence

E_c = −∫₀¹ dλ Σ_q ∫₀^∞ dω/(2π) v[χ_λ − χ₀].

Up to here nothing has been approximated. The RPA sets χ_λ = χ₀ + χ₀ λv χ_λ, so χ_λ = χ₀/(1 − λvχ₀). The coupling integral is then

∫₀¹ dλ [vχ₀/(1 − λvχ₀) − vχ₀] = −ln(1 − vχ₀) − vχ₀,

and the minus sign in front gives the lemma. ∎

For a non-uniform system the sum over q becomes a trace, and χ₀ is the response of the non-interacting electrons of density n(r). This is the meaning of E_c(RPA)[n] in the theorem.

**Lemma 2: the free-electron response**

χ₀ = −(kF/2π²) F(Q,u), where

F = 1 + [(1 + u² − Q²/4)/(2Q)] L − u[arctan((1+Q/2)/u) + arctan((1−Q/2)/u)],
L = ln{[(1+Q/2)² + u²]/[(1−Q/2)² + u²]}.

Proof. Let f_k be 1 inside the Fermi sphere and 0 outside. With two spins,

χ₀ = 2∫ d³k/(2π)³ (f_k − f_{k+q})/(iω + k²/2 − |k+q|²/2).

Write D = q²/2 + k·q. The first term has the denominator iω − D. In the second, replace k + q by −k; its denominator becomes iω + D. The sum is

1/(iω − D) − 1/(iω + D) = −2D/(D² + ω²),

and therefore

χ₀ = −4 ∫_{k<kF} d³k/(2π)³ D/(D² + ω²).

Let x be the component of k along q, in units of kF. A slice of the sphere at x has area πkF²(1−x²). With s = x + Q/2 we have D = kF²Qs and ω = kF²Qu, so

F = (1/Q) ∫₋₁¹ dx (1 − x²) s/(s² + u²).

Insert 1 − x² = 1 − Q²/4 + Qs − s² and divide out the powers of s. The integrand becomes

(1 + u² − Q²/4) s/(s²+u²) + Q − Qu²/(s²+u²) − s.

The limits are s = Q/2 − 1 and s = Q/2 + 1. The first term gives L/2 times its coefficient. The constant Q gives 2Q, and −s gives −Q, together Q. The remaining term gives −Qu times the sum of the two arctangents. Division by Q yields F. ∎

**Proof of (b)**

Lemma 2 gives −vχ₀ = [4π/(kF²Q²)](kF/2π²)F = 2F/(πkFQ²) = y. The sum over q is V∫q²dq/(2π²). Division by N = VkF³/(3π²), with q² dq dω = kF⁵ Q³ dQ du, gives the prefactor

(3π²/kF³) × kF⁵ × 1/(2π²) × 1/(2π) = 3kF²/(4π). ∎

Since ln(1+y) < y for y > 0, ε_RPA is negative. The function F does not contain rs, so one table of F on a grid of Q and u serves all densities.

**Table of the correction**

The double integral was evaluated by Gauss–Legendre quadrature on panels spaced evenly in ln Q and ln u. At large Q or u, where the closed form of F loses digits by cancellation, the integral over x was used instead. Energies are per electron.

rs | ε_c (mHa) | ε_RPA (mHa) | Δ (mHa) | Δ (eV)
1 | −59.8 | −78.8 | 19.0 | 0.52
2 | −44.8 | −61.8 | 17.0 | 0.46
3 | −36.9 | −52.8 | 15.8 | 0.43
4 | −31.9 | −46.8 | 14.9 | 0.41
5 | −28.2 | −42.5 | 14.3 | 0.39
6 | −25.4 | −39.1 | 13.7 | 0.37
7 | −23.2 | −36.4 | 13.2 | 0.36
8 | −21.4 | −34.2 | 12.8 | 0.35
9 | −19.9 | −32.3 | 12.4 | 0.34
10 | −18.6 | −30.7 | 12.1 | 0.33

At rs = 4, for instance, Δ = −31.9 + 46.8 = 14.9 mHa. Each column was rounded separately, so a difference of rounded entries can miss the last digit of Δ.

The Perdew–Wang, Vosko–Wilk–Nusair and Perdew–Zunger parametrizations of ε_c differ among themselves by up to 0.4 mHa at these densities. All three are fitted to the same Monte Carlo data, so this spread does not bound the uncertainty of Δ: a fit of the Perdew–Wang form to the Ortiz–Ballone data differs from the tabulated ε_c by 1.7 mHa at rs = 1.

The correction falls slowly, while ε_c shrinks in magnitude by a factor 59.8/18.6 = 3.2. The error of the RPA relative to the magnitude of ε_c therefore grows, from 19.0/59.8 = 32 percent at rs = 1 to 12.1/18.6 = 65 percent at rs = 10.

**Lemma 3: the logarithm at high density**

As rs → 0, ε_RPA = [(1 − ln 2)/π²] ln rs + a constant + terms that vanish.

Proof. As rs falls, kF grows as 1/rs. For kF^(−1/2) ≪ Q ≪ 1, y is small and ln(1+y) − y ≈ −y²/2. As Q → 0, L/(2Q) → 1/(1+u²), so F → 2R(u) with

R(u) = 1 − u arctan(1/u) = ∫₀¹ dx x²/(x² + u²).

With y = 4R/(πkFQ²), the contribution of this range is

−(3kF²/4π)(1/2)(16/(π²kF²)) ∫dQ/Q ∫₀^∞ R² du = −(6/π³) ∫dQ/Q ∫₀^∞ R² du.

The integral over Q gives (1/2) ln kF, that is −(1/2) ln rs, plus a constant. The two ends of the range add constants. For Q = kF^(−1/2) t with t of order 1, kF² Q³ dQ = t³ dt and y depends on t and u alone. For Q of order 1, the factor 1/kF² in y² cancels the prefactor kF².

For the integral of R², use

∫₀^∞ du x²z²/[(x²+u²)(z²+u²)] = πxz/[2(x+z)],
∫₀¹ dz xz/(x+z) = x − x² ln[(1+x)/x].

By parts, ∫₀¹ x² ln(1+x) dx = (2/3) ln 2 − 5/18 and ∫₀¹ x² ln x dx = −1/9. Hence

∫₀¹dx ∫₀¹dz xz/(x+z) = 1/2 − (2/3) ln 2 + 5/18 − 1/9 = (2/3)(1 − ln 2),

and ∫₀^∞ R² du = π(1 − ln 2)/3. The coefficient of ln rs is (−6/π³)(−1/2)π(1 − ln 2)/3 = (1 − ln 2)/π². ∎

The coefficient is 31.09 mHa. The computed ε_RPA at rs = 0.001 minus that at rs = 0.0001, divided by ln 10, is 31.08 mHa.

**Proof of (c)**

Second-order perturbation theory has a direct and an exchange term. The direct term is contained in the RPA, as the term −(vχ₀)²/2 of the expanded logarithm. To see this, write χ₀ as a sum over pairs with factors 2D/(D²+ω²). Pairs with both states occupied cancel, because exchanging the two states reverses the sign of D. For two remaining pairs,

∫₀^∞ dω/(2π) × 4D₁D₂/[(D₁²+ω²)(D₂²+ω²)] = 1/(D₁ + D₂),

which is the energy denominator of second-order theory.

The exchange term is absent from the RPA. Let the holes have wavevectors k and −p and the excited electrons k + q and −p − q. The excitation energy is q² + q·(k+p). The direct matrix element transfers q, the exchanged one q + k + p. All four states have the same spin, which allows two choices. Exchange reverses the negative sign of the direct term, so

E₂ₓ = (1/2) × 2 × (1/V²) Σ (4π)²/{q² |q+k+p|² [q² + q·(k+p)]}.

Replace the sums by V³∫d³q d³k d³p/(2π)⁹, measure wavevectors in kF and divide by N. The powers of kF cancel: nine from the integration, less six from the denominator and three from the density. The prefactor is 3π² × 16π²/(512π⁹), so

ε₂ₓ = (3/32π⁵) ∫ d³q d³k d³p / {q² |q+k+p|² [q² + q·(k+p)]},

with k and p inside the unit sphere and k + q and p + q outside it.

At small q, k and p lie in shells of thickness qμ and qμ′, where μ and μ′ are the positive cosines of their angles with q. The energy denominator is about q(μ+μ′). Counting powers, q² dq × q²/(q² × q) = q dq, which gives no logarithm. The factor 1/|k+p|² is large only near μ = μ′ = 0, where |k+p|² ≈ (μ+μ′)² + φ² with φ the azimuth measured from the opposite direction. Its integral over φ is about π/(μ+μ′), and the remaining μμ′/(μ+μ′)² is at most 1/4. At large q the integrand, including the factor q² of the volume element, falls as q⁻⁴. At intermediate q the energy denominator vanishes only when all four states reach the Fermi surface. Since d³k = (|k| |k+q|/q) d|k| d|k+q| dφ_k, and likewise for p, the four distances from the surface are integration variables, and the inverse first power of their sum is integrable. Interchanging the two excited electrons, q → −(q+k+p), leaves the integral unchanged, so small |q+k+p| is the case of small q already treated. So ε₂ₓ is finite.

By the assumption in (c), ε_c and ε_RPA then differ by ε₂ₓ as rs → 0. Their logarithms cancel. ∎

The known closed value of the integral, quoted here without derivation, is

ε₂ₓ = (ln 2)/6 − 3ζ(3)/(4π²) = 24.18 mHa,

where ζ is the Riemann zeta function. Monte Carlo integration of the formula above gives 24.14 mHa with an estimated standard error of 0.10 mHa. At rs = 0.001 the parametrized ε_c gives Δ = 24.4 mHa. This is a consistency check and not an independent test of (c): the high-density form of the parametrization is fixed from the RPA and this same second-order exchange value, not from Monte Carlo data. The excess of about 0.2 mHa does not shrink at higher density: the parametrized Δ is 24.45 mHa at rs = 0.0001 and levels off about 0.28 mHa above ε₂ₓ. Given (c), this offset is an error in the constant term of the parametrization. The finite density lowers the parametrized Δ by about 0.03 mHa at rs = 0.001. This number belongs to the parametrization, whose rs ln rs term is not exact, and is not a value for the true Δ.

**Remark: which wavevectors need correcting**

A local correction is plausible if the error of the RPA comes from short distances. A model shows a shift of weight in this direction. Replace v in the response by v(1−G), with the Hubbard factor G = Q²/[2(Q²+1)]. With g = 1 − G, the coupling integral changes ln(1+y) into

ln(1+gy)/g = ∫₀^y dt/(1+gt).

This exceeds ln(1+y) because g < 1, so the model correction is positive. At small q the removed part vG stays finite while v diverges.

At rs = 4, wavevectors below 0.5 kF supply 19 percent of the RPA energy but only a little over 1 percent of the model correction. The model correction totals 8.5 mHa, little more than half of Δ = 14.9 mHa. Half of the model correction comes from q above about 1.5 kF and half of the RPA energy from q above about 1.0 kF, that is from wavelengths below about 2 rs and 3 rs. The shift towards short wavelengths is moderate. The model thus illustrates the weighting by wavevector; it neither proves that the error is local nor replaces the table.

**Proof of (d)**

Let h(n) = nΔ(n). Expand h about n₀ and average over a period. The odd powers of cos Kz average to zero and cos² Kz averages to 1/2:

⟨h⟩ = h(n₀) + (1/2)h″(n₀) n₀² a²/2 + O(a⁴).

Division by the mean density n₀ gives (d). ∎

**Example: a modulated gas**

Take n₀ at rs = 4, which is 0.00373 bohr⁻³, and a = 0.3. Averaging nΔ over 16 equally spaced phases gives 14.962 mHa per electron, against 14.939 mHa for the uniform gas. The shift is 0.023 mHa. The third decimal is kept because both numbers use the same function Δ; it says nothing about the accuracy of either.

Part (d) explains the size. The first-order change vanishes because the number of electrons is conserved, and a²/4 = 0.0225 is small. The other factor is small too. With X = ln n,

n d²(nΔ)/dn² = dΔ/dX + d²Δ/dX².

Since X = −3 ln rs + constant, the values 15.82 mHa at rs = 3 and 14.25 mHa at rs = 5 give

dΔ/dX ≈ (15.82 − 14.25)/(3 ln(5/3)) = 1.02 mHa.

The second derivative d²Δ/dX² at rs = 4 is about −0.01 mHa with the Perdew–Wang and Perdew–Zunger parametrizations and −0.04 mHa with Vosko–Wilk–Nusair, so the first term dominates and yields 0.0225 × 1.02 = 0.023 mHa. The directly averaged shift is 0.022 mHa with Vosko–Wilk–Nusair and 0.021 mHa with Perdew–Zunger. Relative to Δ, the shift is thus the product of a²/4 = 0.0225 and 1.02/14.9, about 0.07: the absence of a first-order term and the slow variation of Δ with density together keep it small.

**Remark: use and limits**

The correction raises total energies by some 12 to 19 mHa per electron in the tabulated range. Between two arrangements of the same electrons with similar densities, most of it cancels, as in the example. RPA+ then changes the energy difference by an amount small compared with the correction itself, whether or not the RPA difference was accurate. Small in this sense need not be negligible for chemistry: for N₂ + 3H₂ → 2NH₃ with Hartree–Fock densities, the local term changes by about 3.8 mHa (2.4 kcal/mol), one percent of its total of about 377 mHa.

The integral ∫nΔ in the example does not depend on the wavevector K. The true error of the RPA may depend on it, so the local form is justified for slow variation and is an extrapolation in atoms, molecules and surfaces. Adding density gradients to both gas energies is a separate refinement. A spin-polarized system needs a Δ that depends on the polarization. A single electron shows the limit of the approach: its correlation energy is zero, its direct RPA energy is negative, and nothing in the construction makes the local term cancel it.
